# Why Parity Eigenstates of Polar Molecules Have No Dipole in Space: a program that tests the result

```python
"""
Result under test: a field-free molecular level that is degenerate only in M
has zero laboratory dipole. The clamped-nuclei dipole appears instead in
transition moments and in the response to a field, and the bond length in
the distribution of R and in rotational energies. A pair of nearly degenerate
levels of opposite parity is oriented by a very weak field.

Symbols (Hartree atomic units):
 R, x      internuclear distance; x = cos(theta), theta = angle of R to z
 m         reduced mass; Morse potential depth*(1-exp(-a(R-Re)))^2
 q         effective charge, dipole function d(R) = q R along R
 F         electric field along z, interaction -d(R) F x
 J, M      angular momentum and its z component
 Lambda    electronic angular momentum along the axis (1-Pi state: +1, -1)
 delta     splitting of the two parity states of the J = 1 Pi level
"""
import math
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.special import digamma, polygamma, eval_legendre, eval_jacobi, lpmv

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_ps = const.physical_constants["atomic unit of time"][0] * 1e12
field_V_cm = hartree / (const.e * bohr) / 100.0

# ---------- Sigma-state diatomic: distance and direction grids, M = 0 ----------
mass_A, mass_B = 2000.0, 30000.0
m = mass_A * mass_B / (mass_A + mass_B)
depth, a, Re, q = 0.2, 1.0, 2.5, 0.3

nR, nx = 40, 20
R = np.linspace(1.5, 4.1, nR)
h = R[1] - R[0]
diff = np.arange(nR)[:, None] - np.arange(nR)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / (6 * m * h**2),
                   (-1.0) ** np.abs(diff) / (m * h**2 * safe**2))
morse = depth * (1 - np.exp(-a * (R - Re))) ** 2

x, wx = leggauss(nx)
ell = np.arange(nx)
to_legendre = np.array([np.sqrt(wx * (2 * l + 1) / 2) * eval_legendre(l, x)
                        for l in ell])
L2 = to_legendre.T @ np.diag(ell * (ell + 1.0)) @ to_legendre

H0 = (np.kron(kinetic + np.diag(morse), np.eye(nx))
      + np.kron(np.diag(1 / (2 * m * R**2)), L2))
R_full = np.kron(R, np.ones(nx))
x_full = np.kron(np.ones(nR), x)
dz = q * R_full * x_full

E, states = np.linalg.eigh(H0)
ground, first = states[:, 0], states[:, 1]

# zero dipole in each of the 15 lowest eigenstates
static_dipoles = np.array([states[:, n] ** 2 @ dz for n in range(15)])
assert np.max(np.abs(static_dipoles)) < 1e-8

# exact Morse energy and moments for the J = 0 ground state
omega = a * math.sqrt(2 * depth / m)
E_morse = omega / 2 - omega**2 / (16 * depth)
lam = math.sqrt(2 * m * depth) / a
R_mean_exact = Re + (math.log(2 * lam) - digamma(2 * lam - 1)) / a
R_width_exact = math.sqrt(polygamma(1, 2 * lam - 1)) / a
R_mean = ground**2 @ R_full
R_width = math.sqrt(ground**2 @ (R_full - R_mean) ** 2)
assert abs(E[0] - E_morse) < 1e-8
assert abs(R_mean - R_mean_exact) < 1e-6
assert abs(R_width - R_width_exact) < 1e-6

# J = 0: every direction equally likely (density 1/2 per unit of x)
direction_density = np.sum(ground.reshape(nR, nx) ** 2, axis=0) / wx
assert np.max(np.abs(direction_density - 0.5)) < 1e-7

# even multipole of the direction distribution for M = 0
P2_values = []
for J in range(4):
    P2 = states[:, J] ** 2 @ ((3 * x_full**2 - 1) / 2)
    assert abs(P2 - J * (J + 1) / ((2 * J - 1) * (2 * J + 3))) < 1e-7
    P2_values.append(P2)

# transition moment and rotational energy
d_mean = q * R_mean
d01 = abs(ground @ (dz * first))
gap = E[1] - E[0]
B0 = ground**2 @ (1 / (2 * m * R_full**2))
R_from_gap = 1 / math.sqrt(m * gap)
assert abs(d01 / (d_mean / math.sqrt(3)) - 1) < 5e-4
assert abs(gap / (2 * B0) - 1) < 5e-4

# response to a field, from the lowest state of the full matrix
fields = [1e-6, 1e-5, 1e-4, 1e-3, 5e-3]
dipoles, cosines, oriented = [], [], {}
for F in fields:
    vec = np.linalg.eigh(H0 - np.diag(F * dz))[1][:, 0]
    dipoles.append(vec**2 @ dz)
    cosines.append(vec**2 @ x_full)
    oriented[F] = vec
response = dipoles[0] / fields[0]
response_sum = 2 * d01**2 / gap
response_rotor = d_mean**2 / (3 * B0)
assert abs(response / response_sum - 1) < 2e-3
assert abs(response / response_rotor - 1) < 2e-3
cos_strong = 1 - 1 / math.sqrt(2 * d_mean * fields[-1] / B0)
assert abs(cosines[-1] - cos_strong) < 5e-3

# field switched off suddenly: propagation with all states against one cosine
start = states.T @ oriented[1e-5]
period = 2 * np.pi / gap
fractions = [0.0, 0.125, 0.25, 0.5, 1.0]
free_dipoles = []
for fraction in fractions:
    psi = states @ (np.exp(-1j * (E - E[0]) * fraction * period) * start)
    value = np.abs(psi) ** 2 @ dz
    assert abs(value - dipoles[1] * np.cos(2 * np.pi * fraction)) \
        < 0.01 * dipoles[1]
    free_dipoles.append(value)

# ---------- arbitrary superpositions over M, by quadrature on the sphere ----------
rng = np.random.default_rng(1)
phi = 2 * np.pi * np.arange(24) / 24
sine = np.sqrt(1 - x**2)
unit = np.array([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
                 np.outer(x, np.ones(24))])


def random_component(J):
    psi = np.zeros((nx, 24), complex)
    for M in range(-J, J + 1):
        k = abs(M)
        norm = math.sqrt((2 * J + 1) / (4 * np.pi)
                         * math.factorial(J - k) / math.factorial(J + k))
        coefficient = rng.normal() + 1j * rng.normal()
        psi += coefficient * norm * np.outer(lpmv(k, J, x), np.exp(1j * M * phi))
    return psi


def direction_moments(psi):
    weight = np.abs(psi) ** 2 * wx[:, None]
    weight /= weight.sum()
    mean = np.einsum("aij,ij->a", unit, weight)
    second = np.einsum("aij,bij,ij->ab", unit, unit, weight)
    return np.linalg.norm(mean), np.max(np.abs(np.linalg.eigvalsh(second) - 1 / 3))


part_2, part_1 = random_component(2), random_component(1)
mean_one_level, quadrupole_one_level = direction_moments(part_2)
mean_mixed, _ = direction_moments(part_2 + part_1)
assert mean_one_level < 1e-12
assert quadrupole_one_level > 0.01
assert mean_mixed > 0.01

# ---------- Pi state: Lambda = +1 and -1, M = 1, several J ----------
d_pi, delta = q * Re, 1e-8
B_pi = 1 / (2 * m * Re**2)
J_list = np.arange(1, 7)
y, wy = leggauss(40)


def cosine_matrix(functions):
    functions = [f / math.sqrt(np.sum(wy * f**2)) for f in functions]
    return np.array([[np.sum(wy * f * y * g) for g in functions]
                     for f in functions])


# the Lambda = -1 functions are mirror images (y -> -y) of the Lambda = +1 ones
cos_plus = cosine_matrix([(1 + y) * eval_jacobi(J - 1, 0, 2, y) for J in J_list])
cos_minus = cosine_matrix([(1 - y) * eval_jacobi(J - 1, 0, 2, -y) for J in J_list])
for i, J in enumerate(J_list):
    assert abs(cos_plus[i, i] - 1 / (J * (J + 1))) < 1e-12
    assert abs(cos_minus[i, i] + 1 / (J * (J + 1))) < 1e-12
cos_pi = block_diag(cos_plus, cos_minus)
rotation = np.diag(B_pi * (J_list * (J_list + 1.0) - 1))
doubling = np.diag((-1.0) ** J_list * delta / 4 * J_list * (J_list + 1))
H_pi = np.block([[rotation, doubling], [doubling, rotation]])
p = d_pi * cos_plus[0, 0]

E_pi, states_pi = np.linalg.eigh(H_pi)
assert abs((E_pi[1] - E_pi[0]) / delta - 1) < 1e-6
pi_static = [d_pi * states_pi[:, n] @ cos_pi @ states_pi[:, n] for n in (0, 1)]
assert max(abs(value) for value in pi_static) < 1e-7

pi_fields = [1e-9, 1e-8, 1e-7]
pi_dipoles = []
for F in pi_fields:
    vec = np.linalg.eigh(H_pi - d_pi * F * cos_pi)[1][:, 0]
    value = d_pi * vec @ cos_pi @ vec
    two_state = p**2 * F / math.sqrt((delta / 2) ** 2 + (p * F) ** 2)
    assert abs(value - two_state) < 5e-4
    pi_dipoles.append(value)

cross_sigma = B_pi / d_pi
cross_pi = delta / (2 * p)

# ---------- output ----------
print("SIGMA-STATE MODEL (atomic units unless stated)")
print(f"masses A, B, reduced: {mass_A:.0f} {mass_B:.0f} {m:.0f} m_e")
print(f"Morse depth {depth} hartree, a {a} 1/bohr, Re {Re} bohr")
print(f"effective charge q: {q} e; dipole at Re: {q * Re:.4f} e bohr")
print(f"ground energy, grid:  {E[0]:.8f} hartree")
print(f"ground energy, Morse: {E_morse:.8f} hartree")
print(f"largest |<d_z>|, 15 lowest states: "
      f"{np.max(np.abs(static_dipoles)):.0e} e bohr")
print(f"mean R, grid and exact: {R_mean:.5f} {R_mean_exact:.5f} bohr")
print(f"width of R, grid and exact: {R_width:.5f} {R_width_exact:.5f} bohr")
print(f"mean distance of nucleus A from centre of mass: "
      f"{mass_B / (mass_A + mass_B) * R_mean:.4f} bohr")
print(f"J=0 direction density, min and max: "
      f"{direction_density.min():.6f} {direction_density.max():.6f}")
for J in range(4):
    print(f"<P2(cos theta)> for J={J}, M=0: {P2_values[J] + 0.0:.5f}")
print(f"vibrationally averaged dipole: {d_mean:.5f} e bohr")
print(f"transition moment J=0 to 1: {d01:.5f} e bohr")
print(f"averaged dipole / sqrt(3):  {d_mean / math.sqrt(3):.5f} e bohr")
print(f"E1-E0: {gap:.6e} hartree; 2*B0: {2 * B0:.6e} hartree")
print(f"bond length from E1-E0: {R_from_gap:.5f} bohr")
print(f"response <d_z>/F, direct: {response:.2f} a.u.")
print(f"response, transition formula: {response_sum:.2f} a.u.")
print(f"response, rotor formula: {response_rotor:.2f} a.u.")
for F, value, cosine in zip(fields, dipoles, cosines):
    print(f"F={F:.0e} a.u.: <d_z>={value:.5f} e bohr, <cos>={cosine:.5f}")
print(f"strong-field formula for last <cos>: {cos_strong:.5f}")
print(f"period after field 1e-5 is removed: {period:.1f} a.u. "
      f"= {period * time_ps:.4f} ps")
for fraction, value in zip(fractions, free_dipoles):
    print(f"<d_z> after {fraction:.3f} period: {value:.5f} e bohr")
print("SUPERPOSITIONS OVER M (random coefficients)")
print(f"J=2 only: |<unit vector>| = {mean_one_level:.0e}")
print(f"J=2 only: largest |eigenvalue| of <nn>-1/3 = {quadrupole_one_level:.4f}")
print(f"J=1 and J=2 mixed: |<unit vector>| = {mean_mixed:.4f}")
print("PI-STATE MODEL, J=1, M=1")
print(f"dipole {d_pi:.4f} e bohr, B {B_pi:.5e} hartree")
print(f"parity splitting: {delta:.1e} hartree")
print(f"dipole p of unsplit Lambda=+1 state: {p:.5f} e bohr")
print(f"largest |<d_z>| of the two parity states: "
      f"{max(abs(v) for v in pi_static):.0e} e bohr")
for F, value in zip(pi_fields, pi_dipoles):
    print(f"F={F:.0e} a.u.: <d_z> of lower state = {value:.5f} e bohr")
print(f"crossover field Sigma, B/d: {cross_sigma:.4e} a.u. "
      f"= {cross_sigma * field_V_cm:.4e} V/cm")
print(f"crossover field Pi, delta/(2p): {cross_pi:.4e} a.u. "
      f"= {cross_pi * field_V_cm:.2f} V/cm")
print("tests ok")
```

Printed output:

```
SIGMA-STATE MODEL (atomic units unless stated)
masses A, B, reduced: 2000 30000 1875 m_e
Morse depth 0.2 hartree, a 1.0 1/bohr, Re 2.5 bohr
effective charge q: 0.3 e; dipole at Re: 0.7500 e bohr
ground energy, grid:  0.00723630 hartree
ground energy, Morse: 0.00723630 hartree
largest |<d_z>|, 15 lowest states: 5e-13 e bohr
mean R, grid and exact: 2.52775 2.52775 bohr
width of R, grid and exact: 0.13701 0.13701 bohr
mean distance of nucleus A from centre of mass: 2.3698 bohr
J=0 direction density, min and max: 0.500000 0.500000
<P2(cos theta)> for J=0, M=0: -0.00000
<P2(cos theta)> for J=1, M=0: 0.40000
<P2(cos theta)> for J=2, M=0: 0.28571
<P2(cos theta)> for J=3, M=0: 0.26667
vibrationally averaged dipole: 0.75833 e bohr
transition moment J=0 to 1: 0.43783 e bohr
averaged dipole / sqrt(3):  0.43782 e bohr
E1-E0: 8.420315e-05 hartree; 2*B0: 8.420899e-05 hartree
bond length from E1-E0: 2.51672 bohr
response <d_z>/F, direct: 4553.16 a.u.
response, transition formula: 4553.26 a.u.
response, rotor formula: 4552.63 a.u.
F=1e-06 a.u.: <d_z>=0.00455 e bohr, <cos>=0.00600
F=1e-05 a.u.: <d_z>=0.04535 e bohr, <cos>=0.05980
F=1e-04 a.u.: <d_z>=0.34393 e bohr, <cos>=0.45351
F=1e-03 a.u.: <d_z>=0.63199 e bohr, <cos>=0.83309
F=5e-03 a.u.: <d_z>=0.70315 e bohr, <cos>=0.92566
strong-field formula for last <cos>: 0.92549
period after field 1e-5 is removed: 74619.4 a.u. = 1.8050 ps
<d_z> after 0.000 period: 0.04535 e bohr
<d_z> after 0.125 period: 0.03205 e bohr
<d_z> after 0.250 period: -0.00003 e bohr
<d_z> after 0.500 period: -0.04529 e bohr
<d_z> after 1.000 period: 0.04535 e bohr
SUPERPOSITIONS OVER M (random coefficients)
J=2 only: |<unit vector>| = 6e-17
J=2 only: largest |eigenvalue| of <nn>-1/3 = 0.1719
J=1 and J=2 mixed: |<unit vector>| = 0.2700
PI-STATE MODEL, J=1, M=1
dipole 0.7500 e bohr, B 4.26667e-05 hartree
parity splitting: 1.0e-08 hartree
dipole p of unsplit Lambda=+1 state: 0.37500 e bohr
largest |<d_z>| of the two parity states: 5e-13 e bohr
F=1e-09 a.u.: <d_z> of lower state = 0.02805 e bohr
F=1e-08 a.u.: <d_z> of lower state = 0.22501 e bohr
F=1e-07 a.u.: <d_z> of lower state = 0.37181 e bohr
crossover field Sigma, B/d: 5.6889e-05 a.u. = 2.9253e+05 V/cm
crossover field Pi, delta/(2p): 1.3333e-08 a.u. = 68.56 V/cm
tests ok
```
